# Electron lifetimes from the Fan-Migdal self-energy and golden-rule scattering rates, part 1

(Sections cited here and not found follow in the second part.)

## A.1 What has to be decided in the code

A routine that returns the phonon-limited lifetime of a state \(k\) must fix four things: the occupation factors that weight each final state, the factor between \(\operatorname{Im}\Sigma\) and the rate, whether the static terms (Debye-Waller and tadpole) enter, and how the broadening \(\eta\) is removed. The first choice lies between the weight \(1-f'+n\) of the self-energy and the weight \((1-f')(n+1)\) of the golden rule for an electron leaving \(k\). These give different rates. At second order in the coupling \(g\), with the retarded self-energy taken at the unperturbed energy,

\[
-\frac{2}{\hbar}\operatorname{Im}\Sigma_k(\varepsilon_k+i0)=\Gamma_{\rm out}+\Gamma_{\rm in}\equiv\Gamma ,
\tag{1}
\]

where \(\Gamma_{\rm out}\) is the rate at which the state empties when it is surely filled and \(\Gamma_{\rm in}\) is the rate at which it refills when it is surely empty. The minus sign is needed because the retarded \(\operatorname{Im}\Sigma\) is negative. The static terms are real and do not contribute, and \(\eta\to0\) is taken after the number of cells \(N\to\infty\).

## A.2 Hamiltonian and conventions

The crystal has \(N\) cells. Electron energies are measured from the chemical potential, so the grand-canonical density operator is \(e^{-\beta H}/\operatorname{Tr}e^{-\beta H}\) with \(\beta=1/k_BT\). One band, one branch and one spin direction are written out, and A.9 restores the labels. With \(H=H_0+V+V_2\),

\[
H_0=\sum_k\varepsilon_k c_k^\dagger c_k+\sum_q\hbar\omega_q b_q^\dagger b_q,\qquad
V=\frac1{\sqrt N}\sum_{k,q}g(k,q)\,c^\dagger_{k+q}c_kA_q,
\]
\[
A_q=b_q+b^\dagger_{-q},\qquad
V_2=\frac1N\sum_{k,q}d(k,q)\,c_k^\dagger c_kA_q^\dagger A_q .
\]

The coupling \(g\) has the unit of energy and includes the zero-point amplitude of the mode. The real coefficient \(d\) of the coupling quadratic in the displacements is counted as of order \(g^2\). All \(\omega_q\) are positive.

Since \(A_q^\dagger=b_q^\dagger+b_{-q}=A_{-q}\), the adjoint of the term \((k,q)\) of \(V\) is \(g(k,q)^*c_k^\dagger c_{k+q}A_{-q}\). The term of \(V\) with these operators is the one labelled \((k+q,-q)\). Hence \(V=V^\dagger\) requires

\[
g(k,q)^*=g(k+q,-q),
\tag{2}
\]

and \(g(k,0)\) is real. The abbreviations are \(\varepsilon'=\varepsilon_{k+q}\), \(f(\varepsilon)=1/(e^{\beta\varepsilon}+1)\), \(f'=f(\varepsilon')\) and \(n_q=1/(e^{\beta\hbar\omega_q}-1)\). The frequencies \(\omega_q\) and \(\omega_{-q}\) are kept distinct so that the phonon involved in each process can be traced. In a crystal with real force constants the dynamical matrix at \(-q\) is the complex conjugate of the Hermitian matrix at \(q\), so the two frequencies are equal.

## A.3 The self-energy as a correlation function

For \(\operatorname{Im}z>0\) and \(A(t)=e^{iHt/\hbar}Ae^{-iHt/\hbar}\), define

\[
\langle\!\langle A;B\rangle\!\rangle_z=-\frac i\hbar\int_0^\infty dt\,e^{izt/\hbar}F(t),\qquad F(t)=\langle\{A(t),B\}\rangle .
\]

One elementary transform is used repeatedly. For \(F(t)=e^{-iEt/\hbar}\) the upper limit vanishes because \(\operatorname{Im}z>0\), and

\[
-\frac i\hbar\int_0^\infty dt\,e^{i(z-E)t/\hbar}=-\frac i\hbar\cdot\frac{-\hbar}{i(z-E)}=\frac1{z-E}.
\tag{3}
\]

The retarded Green function is \(G_k(z)=\langle\!\langle c_k;c_k^\dagger\rangle\!\rangle_z\), and the self-energy is defined by \(G_k=1/(z-\varepsilon_k-\Sigma_k)\).

Multiplying the definition by \(z\) and integrating by parts gives

\[
z\langle\!\langle A;B\rangle\!\rangle=-\int_0^\infty dt\,\frac{d e^{izt/\hbar}}{dt}F(t)=F(0)+\int_0^\infty dt\,e^{izt/\hbar}\dot F(t).
\]

The derivative can be taken on either operator. The Heisenberg equation \(i\hbar\dot A=[A,H]\) gives \(\dot F=-(i/\hbar)\langle\{[A,H](t),B\}\rangle\). Because the density operator commutes with \(H\), cyclic invariance of the trace also gives \(F(t)=\langle\{A,B(-t)\}\rangle\), and \(dB(-t)/dt=-(1/i\hbar)[B,H](-t)=-(i/\hbar)[H,B](-t)\). The two forms are

\[
z\langle\!\langle A;B\rangle\!\rangle=\langle\{A,B\}\rangle+\langle\!\langle[A,H];B\rangle\!\rangle
=\langle\{A,B\}\rangle+\langle\!\langle A;[H,B]\rangle\!\rangle .
\tag{4}
\]

The commutators follow from

\[
[c_k,c_p^\dagger c_r]=(\delta_{kp}-c_p^\dagger c_k)c_r-c_p^\dagger c_rc_k=\delta_{kp}c_r-c_p^\dagger\{c_k,c_r\}=\delta_{kp}c_r .
\]

Thus \([c_k,H]=\varepsilon_kc_k+J\) with \(J=j+j_2\), \(j=[c_k,V]\) and \(j_2=[c_k,V_2]\). In \(V\) the commutator selects the terms whose creation operator is \(c_k^\dagger\), which gives \(j=N^{-1/2}\sum_qg(k-q,q)c_{k-q}A_q\). Renaming \(q\to-q\) and using (2) and \(A_{-q}=A_q^\dagger\),

\[
j=\frac1{\sqrt N}\sum_qg(k,q)^*c_{k+q}A_q^\dagger,\qquad
j_2=\frac1N\sum_qd(k,q)\,c_kA_q^\dagger A_q .
\tag{5}
\]

The adjoint of \([c_k,H]\) is \([H,c_k^\dagger]=\varepsilon_kc_k^\dagger+J^\dagger\). The first form of (4) applied to \(G_k\), with \(\{c_k,c_k^\dagger\}=1\), and the second form applied to \(\langle\!\langle J;c_k^\dagger\rangle\!\rangle\) give

\[
(z-\varepsilon_k)G_k=1+\langle\!\langle J;c_k^\dagger\rangle\!\rangle,\qquad
(z-\varepsilon_k)\langle\!\langle J;c_k^\dagger\rangle\!\rangle=S+\langle\!\langle J;J^\dagger\rangle\!\rangle,
\]

with \(S=\langle\{J,c_k^\dagger\}\rangle\). With \(G_0=1/(z-\varepsilon_k)\) and \(\mathcal T=S+\langle\!\langle J;J^\dagger\rangle\!\rangle\), the exact result is \(G_k=G_0+G_0^2\mathcal T=G_0(1+G_0\mathcal T)\). The definition of \(\Sigma_k\) then gives

\[
\Sigma_k=\frac1{G_0}-\frac1{G_k}=\frac1{G_0}\left[1-\frac1{1+G_0\mathcal T}\right]=\frac{\mathcal T}{1+G_0\mathcal T}=\mathcal T-G_0\mathcal T^2+\dots
\]

The unitary map \(b_q\to-b_q\) for all \(q\) reverses the sign of \(V\) and leaves \(H_0\), \(V_2\) and \(c_k\) unchanged. Therefore \(G_k\), \(\mathcal T\) and \(\Sigma_k\) are even in \(g\) at fixed \(d\), and with \(d\sim g^2\) only even orders occur. As \(\mathcal T\) vanishes without coupling, it starts at order \(g^2\). In \(\langle\!\langle J;J^\dagger\rangle\!\rangle\) the terms containing \(j_2\) are of explicit order \(g^3\) or \(g^4\) and drop out at order \(g^2\). The \(jj^\dagger\) term is already of order \(g^2\), so its average and time evolution may be taken with \(H_0\) (subscript 0):

\[
\Sigma_k(z)=S+\langle\!\langle j;j^\dagger\rangle\!\rangle_{0}+O(g^4).
\tag{6}
\]

Equation (6) is the coefficient of \(g^2\) at fixed \(\operatorname{Im}z>0\). On shell \(G_0=1/(i\eta)\), so the truncation is made first and \(\eta\to0\) is taken afterwards. Using (6) inside \(1/(z-\varepsilon_k-\Sigma_k)\) near the pole assumes that the \(g^4\) part of \(\Sigma_k\) stays bounded in that limit. This is not proved here in general; A.7 treats a model truncated to at most one phonon, in which the second-order form is exact because the truncation removes the higher orders, so that model does not test this assumption.

## A.4 The static terms carry no rate

The term \(S\) does not depend on \(z\), and it is real for any Hermitian coupling \(W=V+V_2\). Drop the label \(k\). The adjoint of \(\{[c,W],c^\dagger\}\) is \(\{c,[W,c^\dagger]\}\). Written out,

\[
\{[c,W],c^\dagger\}=cWc^\dagger-Wcc^\dagger+c^\dagger cW-c^\dagger Wc,
\]
\[
\{c,[W,c^\dagger]\}=cWc^\dagger-cc^\dagger W+Wc^\dagger c-c^\dagger Wc .
\]

The difference is \((cc^\dagger+c^\dagger c)W-W(cc^\dagger+c^\dagger c)=W-W=0\). The operator is Hermitian and its average is real, to all orders and also for a quadratic coupling that is off-diagonal in \(k\).

The value of \(S\) is needed for energies. From (5), \(\{c_{k+q},c_k^\dagger\}=\delta_{q0}\) gives \(\{j,c_k^\dagger\}=N^{-1/2}g(k,0)A_0\). Stationarity requires \(\langle[b_0,H]\rangle=0\). With \([b_0,A_q]=\delta_{q0}\), and with the contribution of \(V_2\) being of order \(g^3\), this reads \(\hbar\omega_0\langle b_0\rangle+N^{-1/2}\sum_{k'}g(k',0)f(\varepsilon_{k'})=0\) at first order in \(g\). Since \(\langle A_0\rangle=2\langle b_0\rangle\) for real \(\langle b_0\rangle\), the tadpole term is

\[
S_{\rm tad}=-\frac{2g(k,0)}{N\hbar\omega_0}\sum_{k'}g(k',0)f(\varepsilon_{k'}).
\]

It is the energy shift caused by a static displacement of the \(q=0\) mode. For the quadratic coupling, \(\{j_2,c_k^\dagger\}=N^{-1}\sum_qd\,A_q^\dagger A_q\). In \(\langle(b_q^\dagger+b_{-q})(b_q+b^\dagger_{-q})\rangle_0\) only the terms that conserve every phonon number survive, \(\langle b^\dagger_qb_q\rangle=n_q\) and \(\langle b_{-q}b_{-q}^\dagger\rangle=n_{-q}+1\). The Debye-Waller term is

\[
S_{\rm DW}=\frac1N\sum_qd(k,q)\,(n_q+n_{-q}+1).
\]

## A.5 The two halves of the Fan-Migdal term

Under \(H_0\), \(c_p(t)=e^{-i\varepsilon_pt/\hbar}c_p\) and \(b_q(t)=e^{-i\omega_qt}b_q\), so \(A_q^\dagger(t)=b_{-q}e^{-i\omega_{-q}t}+b_q^\dagger e^{i\omega_qt}\). The free density operator is a product of an electron factor and a phonon factor, and averages factorize in the same way. The anticommutator \(\{j(t),j^\dagger\}\) has two orderings, which are kept apart.

In \(\langle j(t)j^\dagger\rangle_0\) the electron factor is \(\langle c_{k+q}(t)c^\dagger_{k+q'}\rangle=\delta_{qq'}(1-f')e^{-i\varepsilon't/\hbar}\), which collapses the double sum over \(q,q'\). The phonon factor is

\[
\langle A_q^\dagger(t)A_q\rangle=\langle b_{-q}b_{-q}^\dagger\rangle e^{-i\omega_{-q}t}+\langle b_q^\dagger b_q\rangle e^{i\omega_qt}=(n_{-q}+1)e^{-i\omega_{-q}t}+n_qe^{i\omega_qt}.
\]

In \(\langle j^\dagger j(t)\rangle_0\) the electron factor is \(\langle c^\dagger_{k+q'}c_{k+q}(t)\rangle=\delta_{qq'}f'e^{-i\varepsilon't/\hbar}\), and the phonon operators stand in the opposite order:

\[
\langle A_qA_q^\dagger(t)\rangle=\langle b_{-q}^\dagger b_{-q}\rangle e^{-i\omega_{-q}t}+\langle b_qb_q^\dagger\rangle e^{i\omega_qt}=n_{-q}e^{-i\omega_{-q}t}+(n_q+1)e^{i\omega_qt}.
\]

Each product of exponentials is of the form in (3), with \(E=\varepsilon'+\hbar\omega_{-q}\) or \(E=\varepsilon'-\hbar\omega_q\). Define \(D_-=1/(z-\varepsilon'-\hbar\omega_{-q})\) and \(D_+=1/(z-\varepsilon'+\hbar\omega_q)\). The first ordering gives the particle half \(\Sigma^{p}\) and the second the hole half \(\Sigma^{h}\):

\[
\Sigma^{p}_k=\frac1N\sum_q|g(k,q)|^2(1-f')\big[(n_{-q}+1)D_-+n_qD_+\big],
\tag{7a}
\]
\[
\Sigma^{h}_k=\frac1N\sum_q|g(k,q)|^2f'\big[n_{-q}D_-+(n_q+1)D_+\big].
\tag{7b}
\]

The coefficients of equal denominators add as follows:

\[
(1-f')(n+1)+f'n=n+1-f'n-f'+f'n=1-f'+n,
\]
\[
(1-f')n+f'(n+1)=n-f'n+f'n+f'=f'+n .
\]

The sum is the Fan-Migdal self-energy,

\[
\Sigma^{\rm FM}_k(z)=\frac1N\sum_q|g(k,q)|^2\left[\frac{1-f'+n_{-q}}{z-\varepsilon'-\hbar\omega_{-q}}+\frac{f'+n_q}{z-\varepsilon'+\hbar\omega_q}\right].
\tag{8}
\]

The products \(f'n\) cancel between the halves, so the stimulated part of the weight, proportional to \(n\), does not depend on whether \(k+q\) is occupied. This cancellation is algebraic and holds for any values of \(f'\) and \(n\), whereas the route to (6) used a stationary state.

Set \(z=\varepsilon_k+i\eta\). For real \(x\), multiplying numerator and denominator by \(x-i\eta\) gives

\[
\operatorname{Im}\frac1{x+i\eta}=-\frac{\eta}{x^2+\eta^2}=-\pi L_\eta(x),\qquad L_\eta(x)=\frac1\pi\frac{\eta}{x^2+\eta^2}.
\]

The function \(L_\eta\) is even and positive, it has unit area because its primitive is \(\arctan(x/\eta)/\pi\), and its width shrinks with \(\eta\). Under an integral with a continuous bounded function it tends to \(\delta(x)\). With \(x_-=\varepsilon_k-\varepsilon'-\hbar\omega_{-q}\) and \(x_+=\varepsilon_k-\varepsilon'+\hbar\omega_q\),

\[
-\frac2\hbar\operatorname{Im}\Sigma^{p}_k=\frac{2\pi}{\hbar N}\sum_q|g|^2(1-f')\big[(n_{-q}+1)L_\eta(x_-)+n_qL_\eta(x_+)\big],
\tag{9a}
\]
\[
-\frac2\hbar\operatorname{Im}\Sigma^{h}_k=\frac{2\pi}{\hbar N}\sum_q|g|^2f'\big[n_{-q}L_\eta(x_-)+(n_q+1)L_\eta(x_+)\big].
\tag{9b}
\]

Every weight is non-negative, which fixes the sign \(\operatorname{Im}\Sigma\le0\).

## A.6 The golden-rule rates

Let the system start at \(t=0\) in an eigenstate \(|i\rangle\) of \(H_0\) and write \(|\psi(t)\rangle=\sum_fa_f(t)e^{-iE_ft/\hbar}|f\rangle\). The Schrödinger equation with \(a_i=1\) inserted on the right gives, at first order and for \(f\ne i\), \(i\hbar\dot a_f=V_{fi}e^{-i\Delta t/\hbar}\) with \(\Delta=E_i-E_f\). Integration from \(a_f(0)=0\) yields

\[
a_f=V_{fi}\frac{e^{-i\Delta t/\hbar}-1}{\Delta},\qquad
|a_f|^2=|V_{fi}|^2\frac{2-2\cos(\Delta t/\hbar)}{\Delta^2},\qquad
\frac{d|a_f|^2}{dt}=|V_{fi}|^2\frac{2\sin(\Delta t/\hbar)}{\hbar\Delta}.
\]

Let \(P(t)\) be the probability that the occupation of \(k\) has changed. It is the sum of \(|a_f|^2\) over final states with the opposite occupation of \(k\), none of which is \(|i\rangle\), so first-order amplitudes give \(P\) through order \(g^2\). The coupling \(V_2\) does not change the occupation of \(k\), and an off-diagonal quadratic coupling would enter \(P\) at order \(d^2\sim g^4\). The rate is defined as the average of \(\dot P\) with the normalized weight \((\eta/\hbar)e^{-\eta t/\hbar}\), that is, over a time of order \(\hbar/\eta\). The integral \(\int_0^\infty e^{-at}\sin bt\,dt=\operatorname{Im}[1/(a-ib)]=b/(a^2+b^2)\) with \(a=\eta/\hbar\), \(b=\Delta/\hbar\) gives

\[
\frac\eta\hbar\int_0^\infty dt\,e^{-\eta t/\hbar}\frac{2\sin(\Delta t/\hbar)}{\hbar\Delta}=\frac\eta\hbar\cdot\frac{2}{\hbar\Delta}\cdot\frac{\hbar\Delta}{\eta^2+\Delta^2}=\frac{2\pi}\hbar L_\eta(\Delta).
\]

The rate is therefore \((2\pi/\hbar)\sum_f|V_{fi}|^2L_\eta(E_i-E_f)\), and \(\eta\to0\) turns it into the golden rule. The same Lorentzian appears as in (9): the broadening \(\eta\) is \(\hbar\) over the observation time.

In \(|i\rangle\) let \(\nu'\in\{0,1\}\) be the occupation of \(k+q\) and \(m_q\) the phonon numbers, with \(q\neq0\).

For \(k\) filled, the term \(N^{-1/2}g(k,q)c^\dagger_{k+q}c_k(b_q+b_{-q}^\dagger)\) empties it. The fermion operators give \(\pm1\) if \(\nu'=0\) and zero otherwise, and the boson operators give \(\sqrt{m_q}\) or \(\sqrt{m_{-q}+1}\). Emission of a phonon \(-q\) has \(|V_{fi}|^2=|g|^2(1-\nu')(m_{-q}+1)/N\) and \(\Delta=x_-\). Absorption of a phonon \(q\) has \(|V_{fi}|^2=|g|^2(1-\nu')m_q/N\) and \(\Delta=x_+\).

For \(k\) empty, the term \(N^{-1/2}g(k+q,-q)c_k^\dagger c_{k+q}(b_{-q}+b_q^\dagger)\) fills it, and by (2) its coupling has the same modulus. Absorption of a phonon \(-q\) has \(|V_{fi}|^2=|g|^2\nu'm_{-q}/N\) and \(\Delta=\varepsilon'+\hbar\omega_{-q}-\varepsilon_k=-x_-\). Emission of a phonon \(q\) has \(|V_{fi}|^2=|g|^2\nu'(m_q+1)/N\) and \(\Delta=\varepsilon'-\hbar\omega_q-\varepsilon_k=-x_+\). The signs do not matter because \(L_\eta\) is even.

The initial states are averaged over the free thermal distribution with the occupation of \(k\) prescribed. In the free grand-canonical ensemble the weight is a product over modes, so the occupations are independent, prescribing one leaves the others thermal, and \(\nu'\to f'\), \(m\to n\) separately. The result is

\[
\Gamma_{\rm out}=\frac{2\pi}{\hbar N}\sum_{q\ne0}|g|^2(1-f')\big[(n_{-q}+1)L_\eta(x_-)+n_qL_\eta(x_+)\big],
\tag{10a}
\]
\[
\Gamma_{\rm in}=\frac{2\pi}{\hbar N}\sum_{q\ne0}|g|^2f'\big[n_{-q}L_\eta(x_-)+(n_q+1)L_\eta(x_+)\big].
\tag{10b}
\]

Equations (10a) and (10b) equal (9a) and (9b) term by term for \(q\neq0\), at any \(\eta\). The \(q=0\) term of (8) leaves the electron in \(k\) and has no partner in (10). There \(x_\mp=\mp\hbar\omega_0\) and the weights add to \(2n_0+1\), so it contributes \((2\pi/\hbar N)g(k,0)^2(2n_0+1)L_\eta(\hbar\omega_0)\), which vanishes as \(\eta\to0\) because \(\omega_0>0\), and also as \(N\to\infty\) for bounded \(g\). With \(\operatorname{Im}S=0\) this proves (1).

These steps are tested against exact diagonalization of a three-site ring with three phonon modes of six levels each, in units with \(\hbar=1\), \(\beta=2.6\), \(\eta=0.4\), complex couplings and deliberately unequal frequencies \(\omega_{+1}=1.0\), \(\omega_{-1}=1.3\). The Hamiltonian is \(H_0+\kappa V+\kappa^2V_2\), and the \(\kappa^2\) coefficient is isolated from two small values of \(\kappa\) in the ratio two. For \(k=0\), where \(g(0,0)=0\) removes the \(q=0\) term, the exact on-shell coefficient and the formula both give \(0.33575-0.18353\,i\). For \(k=1\) the exact value is \(-0.12434-0.35795\,i\). The Fan-Migdal part alone has the same imaginary part, and the real part is \(0.09532-0.33248+0.11283\), the last two terms being the tadpole and Debye-Waller terms. The rates are obtained from the exact time evolution of the occupation, through \(\eta\int e^{-\eta t}\dot P\,dt=\eta^2\int e^{-\eta t}P\,dt\), which holds because \(P(0)=0\). They are \(0.22805\) out and \(0.13900\) in, against \(0.22806\) and \(0.13900\) from (10), and their sum equals \(-2\operatorname{Im}\Sigma=0.36706\) from the exact Green function. Each comparison is asserted to a relative tolerance of \(2\times10^{-4}\), and the program also asserts that interchanging \(q\) and \(-q\) in the phonon quantities spoils the agreement.

At second order in the coupling, \(-2\operatorname{Im}\Sigma_k/\hbar\) on shell has been shown to equal the sum of the golden-rule rates out of and into the state, with no contribution from the static terms. What remains is to establish what this summed rate measures, to evaluate it for a worked example, and to give the form for implementation with its conditions of use.

Numbers in the example were calculated in double precision.
